# Rigid drift and Wigner-Seitz defect counts in Bravais and diamond crystals

## Problem

A collision cascade is simulated by molecular dynamics in a periodic cell. Defects are counted by Wigner-Seitz analysis: a perfect reference crystal is held fixed, and each atom is assigned to the nearest reference site, periodic images included. An empty site counts as a vacancy. Each atom beyond the first on a site counts as an interstitial. Since atoms and sites are equal in number, the two counts are equal.

Suppose that the crystal is perfect but has moved bodily by a vector $\mathbf d$ relative to the reference.

(a) Show that in a Bravais crystal (one atom per primitive cell) every site still holds one atom.

(b) Show that in the diamond structure the same drift can produce vacancy-interstitial pairs that do not exist. Find the condition on $\mathbf d$ and the number of pairs.

(c) A silicon cell of $N=64000$ atoms ($20\times20\times20$ cubic cells) has zero total momentum. One atom then receives a recoil energy $E=2000$ eV along $[135]$, and no momentum is removed afterwards. Take the rough value $a=0.543$ nm for the cubic lattice parameter. When do false pairs appear, do they persist, and how can they be removed?

## First estimate by scaling

An atom can be assigned to a wrong site once it has moved about half the distance to its nearest neighbour. The bond length in diamond is $\sqrt3\,a/4$, so the critical drift is of order

$$
\ell_0=\frac{\sqrt3\,a}{8}=0.1176\ \text{nm}.
$$

The recoil carries momentum $\sqrt{2ME}$, where $M$ is the atomic mass. The potential energy does not change when all atoms shift together, so the forces between atoms sum to zero. The momentum is therefore conserved and ends up shared by the mass $NM$. The drift speed is

$$
V=\frac{\sqrt{2ME}}{NM}=\frac1N\sqrt{\frac{2E}{M}} .
$$

For $M=28.0855$ u the recoil starts at $117.22$ nm/ps, hence $V=117.22/64000=0.001832$ nm/ps. The estimated time is

$$
t_0\sim\frac{\ell_0}{V}=\frac{0.1176}{0.001832}\approx 64\ \text{ps}.
$$

All atoms move together, so one would guess that the number of false pairs is of order $N$.

This estimate uses a length and a speed but no crystal structure. It would predict trouble in a Bravais crystal too, because atoms cross cell faces there as well. What matters is where all the atoms go together.

## Exact solution

### (a) Bravais crystal

Let the sites be the lattice vectors $\mathbf R$, with two sites identified if they differ by a period of the simulation cell. The atom from $\mathbf R$ is now at $\mathbf R+\mathbf d$. Its distance to a site $\mathbf R'=\mathbf R+\mathbf L$ is

$$
|\mathbf R+\mathbf d-\mathbf R'|=|\mathbf d-\mathbf L| ,
$$

which does not depend on $\mathbf R$. The same lattice vector $\mathbf L(\mathbf d)$, the one nearest to $\mathbf d$, therefore minimizes the distance for every atom, and the assignment is

$$
\mathbf R\;\to\;\mathbf R+\mathbf L(\mathbf d).
$$

This is a translation of the periodic lattice. Its inverse is the translation by $-\mathbf L(\mathbf d)$, so it is one-to-one and every site receives one atom. Atoms do change sites, but all by the same step.

If $\mathbf d$ lies on a cell face, two or more vectors $\mathbf L$ tie. The result then holds if the tie is broken in the same way for all atoms. In a test, 60 random drifts in each of an fcc, a bcc and a triclinic lattice, 180 in all, left every site singly occupied.

The argument needs a drift that is strictly rigid. Put a vibrating fcc crystal at $\mathbf d=(a/4)(1,1,0)$, midway between two sites. Each atom then falls with probability $1/2$ on its old site and with probability $1/2$ on the next site along $[110]$. A site is empty if its own atom has left and the atom behind it has not arrived:

$$
P_{\text{empty}}=\tfrac12\cdot\tfrac12=\tfrac14 ,
$$

for independent vibrations small compared with the site spacing. A crystal of 6912 atoms with Gaussian displacements of $0.01a$ per component gave $0.2520$. A Bravais lattice thus protects against drift alone, not against drift combined with vibration near a cell face.

### (b) Diamond structure

The sites form two fcc sublattices: A at $\mathbf R$ and B at $\mathbf R+\boldsymbol\tau$, with $\boldsymbol\tau=(a/4)(1,1,1)$. Let $s(\mathbf x)$ be the sublattice, A or B, of the site nearest to the point $\mathbf x$.

A translation by $\mathbf R$ maps each sublattice onto itself. By the argument of part (a), all A atoms are carried by one common translation onto the whole sublattice $s(\mathbf d)$. All B atoms are likewise carried onto the whole sublattice $s(\boldsymbol\tau+\mathbf d)$. Two outcomes are possible:

- If $s(\mathbf d)\neq s(\boldsymbol\tau+\mathbf d)$, each sublattice is filled once and no defect is reported.
- If $s(\mathbf d)=s(\boldsymbol\tau+\mathbf d)$, one sublattice is filled twice and the other is empty. The analysis reports $N/2$ vacancies and $N/2$ interstitials.

The condition can be written with $\mathbf d$ alone. Inversion about the bond centre, $\mathbf x\to\boldsymbol\tau-\mathbf x$, sends $\mathbf R$ to $\boldsymbol\tau-\mathbf R$ and $\mathbf R+\boldsymbol\tau$ to $-\mathbf R$. It preserves distances and exchanges A with B. It also sends $\boldsymbol\tau+\mathbf d$ to $-\mathbf d$, so $s(\boldsymbol\tau+\mathbf d)$ is the opposite of $s(-\mathbf d)$. Hence

$$
\boxed{\text{false pairs}\iff s(\mathbf d)\neq s(-\mathbf d)} .
$$

**The condition can be met.** Take $\mathbf d=\boldsymbol\tau$. This point is a B site, so $s(\boldsymbol\tau)=\text B$. The point $-\boldsymbol\tau$ lies at distance $\sqrt3a/4=0.433a$ from the A site at the origin. To find its distance to the B sites, write $\mathbf R=(a/2)(i,j,k)$ with $i+j+k$ even. Then

$$
-\boldsymbol\tau-(\mathbf R+\boldsymbol\tau)=-\frac a2(i+1,\,j+1,\,k+1).
$$

The three integers in the bracket have an odd sum, so they cannot all vanish, and the distance is at least $a/2$. The nearest site is therefore of type A, and $s(-\boldsymbol\tau)=\text A\neq s(\boldsymbol\tau)$. Physically, the A atoms have moved onto B sites, while each B atom has moved into open space, where the nearest sites are four B sites at equal distance, its old site among them.

**Some rigid drifts are harmless.** The rotation $(x,y,z)\to(-x,-y,z)$ maps the A sublattice onto itself. It sends $\boldsymbol\tau$ to $\boldsymbol\tau-(a/2)(1,1,0)$, which is again a B site, so it leaves $s$ unchanged. If $d_z=0$, it turns $\mathbf d$ into $-\mathbf d$, and $s(\mathbf d)=s(-\mathbf d)$. The same holds for the other axes. A rigid drift with a zero cubic component makes no false pairs, ties aside. The ties matter along a cube axis: for $\mathbf d=(x,0,0)$ with $3a/8<x<5a/8$, every atom is equally far from two or more nearest sites, and even a slight vibration leaves about a quarter of the sites empty, or more near $x=a/2$. With vibration, the other drifts of this kind are safe only away from a cell face.

In a test of 300 random drifts, the full occupancies agreed with the boxed criterion each time; 133 gave false pairs. For drifts spread uniformly over a lattice period, the false fraction was $0.4385$ on a $64^3$ grid, a shift of $-0.0029$ from a $32^3$ grid. It is about $0.44$.

### Where the false pairs begin

Write $\mathbf d=\ell\mathbf u$ with $|\mathbf u|=1$ and no component of $\mathbf u$ zero. A point leaves the cell of the origin through the face belonging to a site $\mathbf b$ when it is equally far from both:

$$
|\ell\mathbf u-\mathbf b|^2=\ell^2
\;\Rightarrow\;
-2\ell\,\mathbf u\cdot\mathbf b+b^2=0
\;\Rightarrow\;
\ell=\frac{b^2}{2\,\mathbf u\cdot\mathbf b}.
$$

The four nearest neighbours of an A site are $(a/4)(\pm1,\pm1,\pm1)$ with a positive product of signs, and $b^2=3a^2/16$. For the point $-\mathbf d$ one may keep $\mathbf u$ and reverse the neighbours, which gives the four vectors with a negative product. Define

$$
S=|u_x|+|u_y|+|u_z|,\qquad m=\min(|u_x|,|u_y|,|u_z|).
$$

The largest value of $4\mathbf u\cdot\mathbf b/a$ is $S$ for the set whose signs can match those of $\mathbf u$. For the other set one sign must be wrong, at least cost on the smallest component, which gives $S-2m$. One of the points $\pm\mathbf d$ therefore meets its first bond face at

$$
\ell_{\text{on}}=\frac{3a^2/16}{2(a/4)S}=\frac{3a}{8S},
$$

and the other at the larger distance $3a/[8(S-2m)]$.

No other face comes earlier. The second neighbours, of type $(a/2)(\pm1,\pm1,0)$, have $b^2=a^2/2$ and a largest projection $(a/2)(S-m)$. They give $\ell=a/[2(S-m)]$, which exceeds $3a/(8S)$ because $4S>3(S-m)$. Third neighbours lie at $\sqrt{11}a/4$, so their faces are at least $0.41a$ away, while $S\ge1$ makes $\ell_{\text{on}}\le0.375a$. Just beyond $\ell_{\text{on}}$, one of $\pm\mathbf d$ is nearest to a B site and the other is still nearest to the origin. False pairs begin there.

Since $S\le\sqrt3$, the smallest onset is $\sqrt3a/8$, reached along a bond direction. In a scan of 150 random directions with all $|u_i|>0.03$, the onset agreed with the formula to $0.0005a$, the scan step.

### (c) The silicon cell

For $[135]$, $S=9/\sqrt{35}$ and $m=1/\sqrt{35}$. The onset is

$$
\ell_{\text{on}}=\frac{3\sqrt{35}}{72}\,a=0.1339\ \text{nm},\qquad
t_{\text{on}}=\frac{\ell_{\text{on}}}{V}=73.08\ \text{ps}.
$$

The A atoms now count on B sites. The B atoms leave their own cells when $-\mathbf d$ meets its bond face, at

$$
\ell_{\text{c}}=\frac{3a}{8(S-2m)}=\frac{3\sqrt{35}}{56}\,a=0.1721\ \text{nm},\qquad
t_{\text c}=93.96\ \text{ps}.
$$

The second-neighbour face lies farther out, at $\sqrt{35}a/16=0.370a$, against $\ell_{\text c}=0.317a$. It remains to see whether the A atoms are still in their B cells. At closing $\mathbf d=(3a/56)(1,3,5)$, so

$$
|\mathbf d-\boldsymbol\tau|^2=a^2\left(\frac{315}{3136}-\frac{27}{112}+\frac3{16}\right)=\frac{3a^2}{64}.
$$

This is the square of half a bond. The sphere of that radius about a site lies within its cell and touches the boundary only at bond midpoints. Here $\mathbf d-\boldsymbol\tau$ is not along a bond, so the A atoms are inside the B cells. A Wigner-Seitz cell is convex, so they have been there ever since onset. Beyond $\ell_{\text c}$ the A atoms fill the B sites and the B atoms fill the A sites: every atom is on a wrong site, and the count for a rigid drift is clean.

Direct counts in the 64000-atom cell show this. The last column adds thermal vibration, treated below.

| Time (ps) | Drift (nm) | Pairs, rigid | Pairs, vibrating |
|---|---|---|---|
| 60 | 0.1099 | 0 | 448 |
| 80 | 0.1465 | 32000 | 27282 |
| 100 | 0.1832 | 0 | 6660 |

The clean interval belongs to the rigid model: with the vibration of the last column, the count between the first two windows falls only to about 1300 pairs, near 110 ps. Nor is it permanent. Continuing the rigid drift along $[135]$, a second false window opens at about 122 ps and closes at about 157 ps, and others follow. The whole pattern repeats whenever $\mathbf d$ has grown by a lattice vector, for instance $a(1,3,5)$.

**Removal.** Let $\mathbf u_i=\mathbf d+\mathbf w_i$ be the displacement of atom $i$, followed continuously through the periodic boundaries, where $\mathbf w_i$ is its motion relative to the drifting crystal. Subtracting the mean leaves $\mathbf w_i-\overline{\mathbf w}$. This works when $\overline{\mathbf w}$ is small compared with half a bond. As a trial, one atom of the vibrating crystal at 80 ps was moved to a distant interstitial hole. The raw count was 27283 pairs; after subtraction it was 1. The mean differed from the true drift by $0.00012$ nm.

Alternatively, the mean velocity $\mathbf V$ is subtracted from all atoms just after the recoil is launched. If forces depend on relative positions alone, this changes nothing but the drift. The kinetic energy removed is

$$
\frac{NM V^2}{2}=\frac{NM}{2}\,\frac{2E}{MN^2}=\frac EN=0.031\ \text{eV},
$$

negligible beside 2000 eV.

## Comparison

The estimate of 64 ps is 12% below the exact onset of 73 ps. The difference is geometric: the drift meets the bond face obliquely, and the path is longer by $\sqrt3/S=\sqrt{105}/9=1.14$. Along $[111]$ the two agree, and there the first false window runs from $0.1176$ to $0.3527$ nm, as confirmed by a scan in steps of $10^{-4}a$. This closing rests on ties: from $0.3527$ nm to the next window at $0.5878$ nm, the atoms of one sublattice are equally far from three sites, so even a slight vibration leaves a fraction $(2/3)^3=8/27$ of one sublattice empty, about $4N/27\approx9500$ false pairs.

Scaling also gives the right order for the number of pairs, $N/2$. It misses everything that depends on how the sites are connected: the immunity of Bravais crystals, the harmless directions, and the closing of the window.

The dependence on cell size survives in the exact result: $t_{\text{on}}\propto N/\sqrt E$ for a fixed direction. If the cell is enlarged in proportion to the energy, $t_{\text{on}}\propto\sqrt E$, so in this model the smaller cascades are affected sooner.

## What the rigid model leaves out

**Vibration.** In a classical harmonic solid without heat removal, the recoil raises the temperature by $E/(3Nk_{\text B})=120.9$ K from 300 K. A rough vibration amplitude of $0.0080$ nm per component at 300 K grows as $\sqrt T$ to $\sigma=0.00948$ nm. At 60 ps the mean position of an A atom is still

$$
\delta=0.1176-0.1099\,\frac{S}{\sqrt3}=0.0210\ \text{nm}
$$

short of the bond face. With independent Gaussian displacements, the expected number across it is

$$
\frac N2\cdot\frac12\,\mathrm{erfc}\!\left(\frac{\delta}{\sqrt2\,\sigma}\right)\approx 422 ,
$$

and 448 were counted. The standard deviation is about 21, so the count is about 1.2 standard deviations high. Hundreds of false pairs thus exist 13 ps before the rigid onset. At 100 ps the B atoms have passed their face by only $(0.1832-0.1721)\times7/\sqrt{105}\approx0.0076$ nm, or $0.8\sigma$. The Gaussian model then leaves about 21% of them behind, some 6800 atoms with a standard deviation of about 73. The 6660 pairs counted are about 1.9 standard deviations fewer.

**Momentum at the start.** The centre of mass of a thermal cell has a speed of $\sqrt{k_{\text B}T/(NM)}=0.00118$ nm/ps per component unless the total momentum is set to zero. This is comparable with the recoil drift of $0.00183$ nm/ps.

**Langevin border.** Suppose that a border one cubic cell thick feels friction with a damping time of 1.0 ps. It contains a fraction $1-(18/20)^3=0.271$ of the atoms, so rigid motion decays with time $\theta=1.0/0.271=3.69$ ps. The mean drift at 80 ps is then $V\theta(1-e^{-t/\theta})=0.0068$ nm, far below onset. The thermostat's random forces, however, if independent from atom to atom, keep the centre of mass at its thermal speed $c=0.00118$ nm/ps per component, with velocity correlation $c^2e^{-|t-t'|/\theta}$. Integrating twice over time gives the variance

$$
2c^2\int_0^t(t-s)e^{-s/\theta}\,ds=2c^2\theta^2\left(\frac t\theta-1+e^{-t/\theta}\right),
$$

a spread of $0.028$ nm per component, or $0.048$ nm in three dimensions. A border therefore makes a false count much less likely at 80 ps. The spread keeps growing with time, however, so in a run of a nanosecond or more false pairs become likely again unless the mean displacement is subtracted. This growth does not occur if the random forces are constrained to sum to zero: the mean displacement of the border then equals the momentum lost divided by the total friction coefficient, and stays bounded.

**Relation to real simulations and real silicon.** The lattice parameter used is close to that of silicon. The model assumes that the crystal receives the full recoil momentum. If a friction force representing energy loss to electrons removed a rough 20% of the energy before the first collision, the drift speed would be multiplied by $\sqrt{0.8}$ and the rigid onset would move from 73 to 82 ps, past the 80 ps snapshot. That snapshot would still not be clean: the mean positions of the A atoms would be only $0.0025$ nm short of the bond face, well within the vibration amplitude $\sigma$, so thousands of false pairs would remain. The momentum also needs time to spread: at a rough sound speed of 8 nm/ps, sound crosses the $10.86$ nm cell in $1.4$ ps, short compared with the onset time. A real cascade adds disordered regions, which the single displaced atom of the trial does not represent. The false pairs belong to the choice of reference frame and are not damage in the silicon. The numerical output below lists the values used.

## Computed results

```
Bravais drifts tested, all singly occupied: 180
diamond drifts tested: 300, with false pairs: 133
largest onset error in direction scan: 0.00050 a
false fraction of uniform drifts, 64^3 grid: 0.4385
shift from 32^3 to 64^3 grid: -0.00293
false fraction from random drifts: 0.4366
chain drift over v0 t/N, min and max: 0.9968, 1.0071
lattice parameter (rough input): 0.543 nm
atoms: 64000; cell edge: 10.86 nm
recoil energy: 2000 eV; atomic mass: 28.0855 u
initial recoil speed: 117.22 nm/ps
centre-of-mass drift speed: 0.001832 nm/ps
half bond, smallest onset: 0.1176 nm
[111] first window closes: 0.3527 nm
[135] onset: 0.1339 nm at 73.08 ps
[135] closing: 0.1721 nm at 93.96 ps
[135] A-atom offset from B site at closing: 0.1176 nm
t=60 ps: drift 0.1099 nm, false pairs rigid 0, vibrating 448
t=80 ps: drift 0.1465 nm, false pairs rigid 32000, vibrating 27282
t=100 ps: drift 0.1832 nm, false pairs rigid 0, vibrating 6660
start temperature: 300 K; heating: 120.9 K
vibration per component at 300 K (rough input): 0.0080 nm
vibration per component after heating: 0.00948 nm
distance to bond face at 60 ps: 0.02104 nm
Gaussian-tail false pairs at 60 ps: 422.4
fcc empty-site fraction at face midpoint, vibrating: 0.2520
one real pair at 80 ps, raw count: 27283 pairs
same after mean subtraction: 1 pair
error of mean displacement: 0.000124 nm
energy removed by zeroing mean velocity: 0.03125 eV
thermal centre-of-mass speed per component: 0.001178 nm/ps
Langevin border fraction: 0.2710
border damping time (input): 1.0 ps
whole-cell drift decay time: 3.690 ps
damped mean drift at 80 ps: 0.00676 nm
random drift at 80 ps, rms per component: 0.02796 nm
random drift at 80 ps, rms in 3D: 0.04842 nm
simulated damped mean and rms component: 0.00620, 0.02795 nm
electronic energy loss (rough input): 20 %
[135] onset with this early loss: 81.70 ps
sound speed (rough input): 8.0 nm/ps
sound-crossing time: 1.36 ps
```
